# Roughness Exponent of the One-Dimensional Conserved Restricted Solid-on-Solid Model

## Definitions and conventions

A surface is a ring of \(L\) columns with integer heights \(h_y\), \(y=0,\dots,L-1\). Lateral lengths are counted in columns, heights in layers, and time in monolayers (ML), one monolayer being \(L\) arrivals. Neighbouring heights may differ by at most one layer. With the slopes

\[
s_y=h_{y+1}-h_y ,\qquad s_y\in\{-1,0,1\},
\]

a deposit on column \(y\) raises \(s_{y-1}\) by one and lowers \(s_y\) by one. Column \(y\) is therefore *permitted* when

\[
s_{y-1}\le 0\le s_y ,
\]

that is, when neither neighbour is lower. The lowest column of an untilted ring satisfies this, so a permitted column exists at every moment.

Each arrival chooses a column at random. If that column is not permitted, the particle goes to the laterally nearest permitted one, with equal odds in a tie. No particle is lost, hence "conserved". The squared width \(W^2\) is the spatial variance of \(h_y\), averaged over the saturated state. The roughness exponent \(\alpha\) is defined by \(W\sim L^{\alpha}\) for large \(L\).

The restriction itself limits \(\alpha\). Two columns a distance \(r\) apart on the ring differ in height by at most \(\min(r,L-r)\). Writing the variance as a sum over pairs gives, for even \(L\),

\[
W^2=\frac1{2L^2}\sum_{i,j}(h_i-h_j)^2\le\frac1{2L}\sum_{r=0}^{L-1}\min(r,L-r)^2=\frac{L^2}{24}+\frac1{12}.
\]

Hence \(\alpha\le1\). The question is whether the model comes close to this limit.

## The algorithm

Only the slopes need to be stored. For every column \(x\) and each side \(e=\pm1\), a list is prepared once: \(x,\ x+e,\ x-e,\ x+2e,\ x-2e,\dots\), taken around the ring. An arrival is then

```
draw x and e at random
for y in list(x, e):
    if s[y-1] <= 0 <= s[y]:
        s[y-1] += 1;  s[y] -= 1
        stop
```

The list is ordered by distance, so the first permitted entry is a nearest one. When two are equally near, the random \(e\) decides between them. Heights are recovered from cumulative sums of the slopes; the unknown constant does not affect the variance.

Truncating each list to its first entry gives the ordinary restricted model, in which a rejected arrival is discarded. This serves below as a control that differs in the relocation rule alone.

## The exact landing rate

Let \(a_y\) and \(b_y\) be the distances from \(y\) to the nearest permitted columns on its left and right, and set

\[
K_y=\tfrac12a_yb_y,\qquad K_y=0\ \text{on permitted columns}.
\]

For a given surface, the mean number of particles landing on \(y\) per monolayer is

\[
r_y=1+K_{y+1}-2K_y+K_{y-1}. \tag{1}
\]

To prove this, take two successive permitted columns a distance \(g\) apart and a column \(s\) steps into the gap, so that \(K=s(g-s)/2\). The neighbouring values follow from

\[
(s\pm1)(g-s\mp1)=s(g-s)\mp s\pm(g-s)-1 .
\]

Adding the two and subtracting \(2s(g-s)\) leaves \(-2\). Half of this is \(-1\), so \(r=0\), as it must be on a forbidden column. On a permitted column between gaps \(g\) and \(g'\), the neighbours have \(K=(g-1)/2\) and \((g'-1)/2\), and (1) gives

\[
r=1+\frac{g-1}2+\frac{g'-1}2 .
\]

This is the direct count: one arrival of its own, plus half of the interior columns of each gap, since the two ends of a gap share it symmetrically.

As an example, take the heights \(0,1,2,2,1,0,0,1\). The permitted columns are 0, 5 and 6. The gap from 0 to 5 has \(K=2,3,3,2\) in its interior, and column 7, between 6 and 0, has \(K=0.5\). Equation (1) gives \(r_0=1+2+0.5=3.5\), \(r_5=1+2=3\) and \(r_6=1+0.5=1.5\). The sum is 8, one monolayer. Enumerating every arrival gives the same rates, and it also reproduced (1) on 150 grown surfaces with mean slopes 0, 1/4 and 1/2.

Two consequences matter for the exponent. The second difference in (1) sums to zero around the ring, so the surface grows by one layer per monolayer at any slope. And arrivals at mirror positions in a gap are displaced by opposite amounts, so the net lateral displacement is zero for every configuration, tilted or not. A tilt therefore drives no current.

## From the rate to the scaling prediction

On scales much larger than the gaps, (1) becomes \(\partial_th=1+\partial_x^2K+\eta\), where \(\eta\) is the shot noise of the arrivals. The coarse-grained \(K\) depends on the local shape. Reflection symmetry forbids a term linear in slope, so the leading terms of a gradient expansion are

\[
K=K_0-\nu\,\partial_x^2h+\frac\lambda2(\partial_xh)^2 ,
\]

and hence

\[
\partial_th=1-\nu\,\partial_x^4h+\frac\lambda2\,\partial_x^2(\partial_xh)^2+\eta . \tag{2}
\]

This step is an approximation, unlike (1). Its nonlinear term can be checked by tilting the surface. At \(L=32\) the mean of \(K\) is \(1.06\pm0.03\), \(1.29\pm0.03\) and \(2.17\pm0.04\) columns² for mean slopes 0, 1/4 and 1/2. Steeper surfaces have wider gaps. From the first and last values,

\[
\lambda\approx\frac{2(2.169-1.058)}{0.5^2}=8.9\pm0.4
\]

in lattice units. This is an average curvature over slopes up to 1/2, at one size. It includes higher powers of the slope and finite-size effects, which the quoted error leaves out. The size effect is large: the same estimate gives 4.1 in the exact state at \(L=8\), about 6 at \(L=16\) and about 11 at \(L=64\), and has not levelled off. The tilt test therefore shows that the nonlinearity is present and positive, but it does not fix the value of the coefficient in (2). The description fails as the mean slope approaches 1, where no permitted column remains.

Now rescale \(x\to bx\), \(t\to b^zt\), \(h\to b^\alpha h\). The noise is uncorrelated in space and time with strength \(D\), so \(\eta\) scales as \(b^{-(1+z)/2}\). Dividing (2) by the factor \(b^{\alpha-z}\) of its left side gives

\[
\nu\to b^{z-4}\nu,\qquad \lambda\to b^{\alpha+z-4}\lambda,\qquad D\to b^{z-2\alpha-1}D .
\]

If \(\lambda\) were zero, fixed \(\nu\) and \(D\) would require \(z=4\) and \(\alpha=3/2\). At that point \(\lambda\) grows as \(b^{3/2}\), so the linear theory is unstable against the nonlinearity.

With \(\lambda\ne0\), two conditions replace the linear ones.

**Noise.** The nonlinear term carries an outer \(\partial_x^2\). Any noise it generates has a spectrum proportional to \(k^4\) at small wavenumber \(k\) and cannot change the constant \(D\). Hence \(z=2\alpha+1\).

**Nonlinearity.** The effective \(\lambda\) is the curvature of the mean \(K\) as a function of the mean slope \(m\). Put \(h\to mx+h\). Then

\[
\langle K\rangle=K_0+\frac\lambda2m^2+\frac\lambda2\langle(\partial_xh)^2\rangle_m ,
\]

and the linear part of (2) gains the term \(\lambda m\,\partial_x^3h\). In Fourier space this term is purely imaginary. It turns the phase of each mode and leaves the mean squared amplitude, which is set by \(\nu k^4\) and \(D\), unchanged. To this order, one loop, \(\langle(\partial_xh)^2\rangle_m\) does not depend on \(m\), and \(\lambda\) is not corrected. Hence \(\alpha+z=4\). This holds for the truncated equation (2). In the lattice model a finite tilt does change the amplitudes: at \(L=32\) the mean squared amplitude of the longest wave falls by about a fifth at \(m=1/4\) and by half at \(m=1/2\). The measured curvature of \(\langle K\rangle\) also still grows with size up to \(L=64\), so a constant \(\lambda\) is not yet reached at these sizes.

Together the two conditions give

\[
\alpha=1,\qquad z=3,\qquad \beta=\frac\alpha z=\frac13 ,
\]

where \(\beta\) describes growth from a flat start, \(W\sim t^\beta\): roughness has then developed up to a length \(t^{1/z}\), and \(W\) is that length to the power \(\alpha\).

The second condition is not protected beyond one loop. When modes \(k_1\) and \(k_2\) combine into \(k=k_1+k_2\), their phases turn at rates proportional to \(k^3\), and \(k^3-k_1^3-k_2^3=3kk_1k_2\) does not vanish. The tilt then enters the interactions. The size of the higher corrections is not derived here. If they are small, the exponent is close to one without being equal to it, and this is the prediction to be tested.

## An exact check of the simulation

For \(L=8\) the surface has 1107 shapes, counted up to a uniform shift in height. The stationary probabilities follow from one linear system. A simulation can be compared with them after one precaution. Let \(n\) be the number of arrivals since a flat start. The sum \(\sum_y(h_y-h_{\min})\) equals \(n\) minus a multiple of \(L\), so the shape itself reveals \(n\) modulo \(L\). The chain is periodic, and widths read at completed monolayers sample one class out of \(L\).

The exact value for that class is \(W^2=0.47836\) layers²; averaging over all arrival counts gives 0.47735. The simulation, read at completed monolayers, gives \(0.4796\pm0.0010\), which is 1.3 standard errors from the first value. The two exact values differ by 0.2 per cent, so the precaution is of little weight here, but it removes a bias that no length of run would cure.

A second exact relation concerns the longest wave, \(a=\sum_yh_ye^{-iky}\) with \(k=2\pi/L\). A particle landing on \(y\) changes \(|a|^2\) by \(1+2\,\mathrm{Re}(a^*e^{-iky})\). Summing over a monolayer with the rates (1), and using that a second difference multiplies a Fourier component by \(-q\), where \(q=2-2\cos k\), the mean rate of change is

\[
L-2q\,\mathrm{Re}(a^*K_k),\qquad K_k=\sum_yK_ye^{-iky}.
\]

It must average to zero in the stationary state:

\[
q\,\mathrm{Re}\langle a^*K_k\rangle=\frac L2 . \tag{3}
\]

The exact state at \(L=8\) gives 4.000000 for the left side, as required.

In a linear theory \(K_k=\nu qa\), and (3) would give \(\nu\) directly. In general it defines an effective stiffness of the longest wave,

\[
\nu_{\rm eff}=\frac{L}{2q^2\langle|a|^2\rangle},
\]

with the associated relaxation time \(1/(\nu_{\rm eff}q^2)\).

## Measured widths and their errors

Successive surfaces are correlated over the relaxation time \(\tau\), taken as the time at which the correlation of \(a\) falls to \(1/e\). Each run first discards a transient of at least \(12\tau\). The rest is cut into 16 blocks, and the standard error comes from the scatter of the block means. This is valid when blocks are much longer than \(\tau\); relative to \(\tau\) the shortest are those at \(L=64\), which last \(13632/672\approx20\) relaxation times.

| \(L\) | \(W^2\) (layers²) | \(\tau\) (ML) | \(\nu_{\rm eff}\) (columns⁴/ML) |
|---|---|---|---|
| 16 | 1.252 ± 0.006 | 14 | 2.8 |
| 32 | 3.76 ± 0.06 | 89 | 7.1 |
| 64 | 12.6 ± 0.4 | 672 | 16.3 |

The stiffness grows nearly sixfold, whereas the linear theory would keep it constant. Since \(|a|^2\) scales as \(L^2W^2\) and \(q\) as \(L^{-2}\), the expected growth is \(\nu_{\rm eff}\sim L^{3-2\alpha}\), a factor 2 per doubling if \(\alpha=1\). The measured factors are 2.5 and 2.3. The time \(1/(\nu_{\rm eff}q^2)\) is 15, 95 and 662 ML for the three sizes, against 14, 89 and 672 ML measured for \(\tau\). This agreement is largely built in. By (1), \(\langle a^*(0)a(t)\rangle\) starts to change at the rate \(-q\langle a^*K_k\rangle\), whose real part is \(-L/2\) by (3), so the initial decay rate of the normalised correlation is exactly \(L/(2\langle|a|^2\rangle)=\nu_{\rm eff}q^2\). The comparison shows only that the decay stays close to a single exponential down to \(1/e\).

The cost of accuracy follows from \(\tau\). A run of duration \(T\) contains of order \(T/\tau\) independent values of \(W^2\), whose relative scatter is of order one because a few long waves dominate. The relative error is then of order \(\sqrt{\tau/T}\). For \(L=64\), \(T=14\,000\,000/64\approx219\,000\) ML and the estimate is 0.055; the observed error is 0.030. With \(\tau\sim L^3\), the number of arrivals needed for a fixed relative error grows as \(L^4\). One more doubling would cost 16 times as much.

## Reading the exponent

Between two sizes \(L\) and \(2L\),

\[
\alpha_{L,2L}=\frac{\ln[W^2(2L)/W^2(L)]}{2\ln2}.
\]

The data give

\[
\alpha_{16,32}=\frac{\ln(3.756/1.252)}{1.386}=0.792\pm0.012,\qquad
\alpha_{32,64}=0.874\pm0.025 .
\]

The exact width at \(L=8\) adds \(\alpha_{8,16}=0.69\). The sequence rises with size, though these values alone do not fix its limit.

A weighted straight-line fit of \(\ln W^2\) against \(\ln L\) for \(L=16\) to 64 gives

\[
\alpha_{\rm fit}=0.814\pm0.008 .
\]

Taken alone, this number would put one more than 20 standard errors away. The quoted error, however, assumes a pure power law, and the data speak against that. The second difference of \(\ln W^2\), which a pure power law makes zero, is \(1.212-1.098=0.114\). The relative errors of the three widths are 0.0046, 0.0158 and 0.0303, so its standard error is

\[
\sqrt{0.0046^2+(2\times0.0158)^2+0.0303^2}=0.044 ,
\]

and the deviation is 2.6 standard errors. The fit also leans on the smallest systems, because weights go as the inverse square of the relative error: \(L=16\) carries about 43 times the weight of \(L=64\). The error of 0.008 is thus only statistical. It leaves out the systematic error from finite size, which the next estimate suggests is at least of order 0.1.

The simplest correction is an additive constant from short-range roughness, \(W^2=AL^{2\alpha}+c\). Differences remove \(c\):

\[
\frac{W^2(64)-W^2(32)}{W^2(32)-W^2(16)}=\frac{8.87}{2.50}=3.54=2^{2\alpha},
\]

so that

\[
\alpha=\frac{\ln3.54}{2\ln2}=0.91\pm0.04 .
\]

This lies 2.3 standard errors below one. It uses three data for three unknowns and cannot test its own form. The exact width at \(L=8\) allows a weak test: the same formula applied to \(L=8,16,32\) gives 0.85. With the shared data taken into account, the two estimates differ by \(0.07\pm0.05\). This estimate may therefore still be drifting upwards, but the data do not decide whether a constant is the whole correction.

The outcome has two parts. The criterion set for the fit was that \(\alpha\) should lie nearer to 1 than to 1/2 or 3/2, beyond three standard errors. It is met, though not by much: \(0.814-3\times0.008=0.79\), against a boundary of 0.75. The stronger statement, that the asymptotic exponent is close to one, is supported by the upward drift and by the corrected value 0.91, but sizes up to 64 do not establish it. They cannot separate an asymptotic value of 1 from one a few per cent lower.

## Control and growth from a flat start

When rejected arrivals are discarded, the growth rate is the fraction of permitted columns. This depends on slope: it vanishes at mean slope 1 and is positive on a level surface. The leading continuum equation then contains \((\partial_xh)^2\) without outer derivatives, together with a smoothing term \(\partial_x^2h\). In one dimension the smoothing term and the noise alone make the slopes independent Gaussian variables, with a weight that depends on \(\int(\partial_xh)^2dx\). The quadratic term changes this integral at a rate proportional to

\[
\int\partial_x^2h\,(\partial_xh)^2\,dx=\int\partial_x\frac{(\partial_xh)^3}{3}\,dx=0 ,
\]

so the weight is constant along the motion this term produces. Volume in the space of surfaces is conserved too: if \((\partial_xh)^2\) is written on columns as \((s_y^2+s_ys_{y-1}+s_{y-1}^2)/3\), its derivative with respect to \(h_y\) is \((s_{y-1}-s_y)/3\), which sums to zero around the ring. The quadratic term therefore leaves the stationary distribution unchanged. In the continuum equation heights are then sums of independent slopes, \(W^2\sim L\), and \(\alpha=1/2\). On the lattice, neighbouring slopes can keep short-range correlations, which change the prefactor of \(W^2\) but not the exponent.

The control gives \(W^2=1.05\), 2.10 and 4.55 layers² for \(L=16\), 32 and 64, and a fitted exponent \(0.509\pm0.009\). Sizes, slope restriction and fit are the same as before, so the difference between 0.51 and 0.81 is due to relocating the rejected particles.

Growth from a flat start was followed on 40 rings of 256 columns. Between 20 and 320 ML, \(W^2\) rises from 2.66 to 13.1 layers², and a fit gives \(\beta=0.284\pm0.013\). The relation \(\beta=\alpha/(2\alpha+1)\) with the fitted \(\alpha\) predicts 0.310. The difference, 0.026, is two standard errors and lies within the 0.05 allowed for early-time corrections. The measured \(\beta\) is also below the asymptotic 1/3, but these times do not show whether it approaches that value. The comparison with \(\alpha/(2\alpha+1)\) is a consistency check and not a second determination of \(\alpha\), since \(\beta\) changes little when \(\alpha\) changes: from 0.310 to 0.333 as \(\alpha\) goes from 0.81 to 1.

## Range of validity

The model stands for a growth mechanism and not for a particular material. Three of its assumptions decide the exponent.

- **No loss of particles.** Desorption or vacancies at a rate that depends on slope bring back the term \((\partial_xh)^2\). Together with a smoothing term \(\partial_x^2h\), it gives \(\alpha=1/2\) at large lengths, by the argument used for the control. The simulations show this only for the case in which every rejected arrival is lost.
- **No slope-driven current.** A downhill current adds \(\nu_2\,\partial_x^2h\) to (2), with \(\nu_2\to b^{z-2}\nu_2\). Then \(z=2\), and the noise condition gives \(\alpha=1/2\). An uphill current, such as barriers at step edges can cause, makes \(\nu_2\) negative; the flat surface is then unstable and the scaling above does not apply.
- **One lateral dimension.** On a surface of dimension \(d\) the noise condition reads \(z=2\alpha+d\), and with \(\alpha+z=4\) the one-loop value is \(\alpha=(4-d)/3\). For the same model on a two-dimensional substrate, \(d=2\), this is 2/3, a value not tested here.

Under the rescaling with \(\alpha=1\) and \(z=3\), a small \(\nu_2\) grows as \(b\) and a small coefficient of \((\partial_xh)^2\) as \(b^2\). A weak violation of the first two assumptions should therefore show up only beyond a crossover length, and a smaller system may still display the conserved exponent. This crossover was not simulated here. The complete numerical output follows.

## Values computed for the example and the checks

```
Demo heights (layers): 0 1 2 2 1 0 0 1
Demo permitted columns (from 0): 0 5 6
Demo K (columns^2): 0.0 2.0 3.0 3.0 2.0 0.0 0.0 0.5
Demo landing rates (per ML): 3.5 0.0 0.0 0.0 0.0 3.0 1.5 0.0
Tilt 0.00, L=32: mean K = 1.0575 +- 0.0314 columns^2
Tilt 0.25, L=32: mean K = 1.2947 +- 0.0344 columns^2
Tilt 0.50, L=32: mean K = 2.1691 +- 0.0439 columns^2
lambda from tilts 0 and 0.5: 8.893 +- 0.432 (lattice units)
Exact chain L=8: number of states = 1107
Exact W2, completed monolayers: 0.47836 layers^2
Exact W2, all arrival counts: 0.47735 layers^2
Mode balance q Re<a*K>: 4.000000 (L/2 = 4.0)
Simulated W2, L=8: 0.47961 +- 0.00095 layers^2
Conserved L=16: arrivals = 2000000, W2 = 1.2524 +- 0.0058 layers^2, W = 1.119 layers
   relaxation time = 14 ML, block = 7812 ML, nu_eff = 2.84 columns^4/ML
Conserved L=32: arrivals = 3200000, W2 = 3.7561 +- 0.0592 layers^2, W = 1.938 layers
   relaxation time = 89 ML, block = 6240 ML, nu_eff = 7.11 columns^4/ML
Conserved L=64: arrivals = 14000000, W2 = 12.6246 +- 0.3824 layers^2, W = 3.553 layers
   relaxation time = 672 ML, block = 13632 ML, nu_eff = 16.28 columns^4/ML
Pair exponent 16-32: 0.792 +- 0.012
Pair exponent 32-64: 0.874 +- 0.025
Exponent free of additive constant: 0.912 +- 0.038
alpha, conserved, fit L=16-64: 0.814 +- 0.008
Distance of alpha from one: -0.186
Discarding L=16: W2 = 1.0522 +- 0.0074 layers^2
Discarding L=32: W2 = 2.1028 +- 0.0254 layers^2
Discarding L=64: W2 = 4.5497 +- 0.1746 layers^2
alpha, discarding, fit L=16-64: 0.509 +- 0.009
Growth runs: L = 256, number = 40
Growth times (ML): 20 40 80 160 320
Growth W2 (layers^2): 2.663 3.932 6.011 8.242 13.134
beta measured: 0.284 +- 0.013
beta from alpha/(2 alpha + 1): 0.310
```
